\section*{Window sealing and filled void in a conformally coated opal}

\section{One window}

Three equal spheres of radius $R$ touch one another. Their centres form an equilateral triangle of side $2R$ and height $\sqrt3R$. The point equally far from the three centres lies two thirds of the way down a height, at the distance
\begin{equation}
\rho=\frac23\sqrt3\,R=\frac{2R}{\sqrt3}.
\end{equation}
Vapour passes through the gap around this point. Let a film of equal thickness $t$ grow on every surface that vapour reaches. The distance from a point to a sphere's surface is its distance to the centre minus $R$, so the film turns each sphere into one of radius
\begin{equation}
r=R+t .
\end{equation}
The middle of the gap is covered when $r=\rho$, that is, at
\begin{equation}
t_s=\left(\frac{2}{\sqrt3}-1\right)R=0.1547\,R. \label{eq:ts}
\end{equation}

It remains to show that no other part of the gap stays open longer. Put the origin at the middle point and call the centres $\mathbf w_i$, with $|\mathbf w_i|=\rho$. A point of the triangle is $\mathbf x=\sum_i\lambda_i\mathbf w_i$, with $\lambda_i\ge0$ and $\sum_i\lambda_i=1$. Let $m=\max_i\mathbf x\cdot\mathbf w_i$. Then
\begin{equation}
|\mathbf x|^2=\sum_i\lambda_i\,\mathbf x\cdot\mathbf w_i\le m, \label{eq:m}
\end{equation}
and the distance $\ell$ from $\mathbf x$ to its nearest centre obeys
\begin{equation}
\ell^2=|\mathbf x|^2+\rho^2-2m\le\rho^2-|\mathbf x|^2 .
\end{equation}
Every point other than the middle is therefore covered earlier.

\section{From one window to the opal}

In an ideal fcc opal the sphere centres divide space into regular tetrahedra and octahedra of edge $2R$, two tetrahedra and one octahedron per sphere. Their volumes add up to the cell volume per sphere:
\begin{equation}
V=2\,\frac{(2R)^3}{6\sqrt2}+\frac{\sqrt2}{3}(2R)^3
=\frac{4\sqrt2}{3}R^3+\frac{8\sqrt2}{3}R^3=4\sqrt2\,R^3 .
\end{equation}
Tetrahedra and octahedra meet through triangular faces. The edges offer no passage, since the two touching spheres at the ends of an edge cover it.

A coated sphere could in principle reach into a cell of which its centre is not a corner. To do so it must cross a face that does not contain its centre. In both kinds of cell the plane of such a face lies $2\sqrt{2/3}\,R=1.633R$ from the centre. This exceeds $\rho=1.155R$, so up to sealing the void in a cell is shaped by the spheres at its own corners.

The argument of the first section now works for a whole cell. Replace $\rho$ by the distance $\rho_c$ from the cell's centre to its corners and move along $s\mathbf x$ with $0\le s\le1$:
\begin{equation}
\ell^2(s)=s^2|\mathbf x|^2-2sm+\rho_c^2,\qquad
\frac{d\ell^2}{ds}=2(s|\mathbf x|^2-m)\le0 .
\end{equation}
The inequality is Eq.~\eqref{eq:m} with $s\le1$. Moving inward, towards smaller $s$, never brings the nearest sphere closer. Every open point is thus joined to the cell's centre by an open straight line, and each cavity is in one piece. Until $t_s$ all cavities are linked through open windows and fed from outside; at $t_s$ all windows close together.

The cavities are not yet full. Their centres lie at $\sqrt{3/2}\,R=1.225R$ (tetrahedral) and $\sqrt2R=1.414R$ (octahedral) from the nearest sphere centres, both beyond $1.155R$. Sealing leaves closed pockets.

\section{How much void has been filled}

Take two coated spheres first. They overlap in a lens, which the plane midway between the centres cuts into two caps. Each cap has the volume
\begin{align}
C&=\int_R^r\pi(r^2-z^2)\,dz
=\pi\left(\frac23r^3-r^2R+\frac13R^3\right)\nonumber\\
&=\frac{\pi}{3}(r-R)^2(2r+R)=\frac{\pi}{3}t^2(3R+2t).
\end{align}
To count the solid once, each sphere gives up one cap per contact. In the opal it has twelve contacts.

Subtracting twelve full caps is correct as long as no point lies inside three coated spheres. Suppose a point did. Seen from it, two of the three centres would be at most $120^\circ$ apart. With both distances at most $r$, the law of cosines limits the separation of these centres to $\sqrt3\,r$. But it is at least $2R$, so $r\ge2R/\sqrt3=\rho$. Triple overlap begins at sealing, where it is a single point. Second neighbours, $2\sqrt2R$ apart, overlap only for $r>\sqrt2R$.

The volume added per sphere is therefore
\begin{align}
\Delta U&=\frac{4\pi}{3}\left[(R+t)^3-R^3\right]-12C\nonumber\\
&=4\pi R^2t+4\pi Rt^2+\frac{4\pi}{3}t^3-12\pi Rt^2-8\pi t^3\nonumber\\
&=4\pi R^2t-8\pi Rt^2-\frac{20\pi}{3}t^3,\qquad 0\le t\le t_s. \label{eq:du}
\end{align}
Its derivative is the exposed area per sphere,
\begin{equation}
S=4\pi R^2-16\pi Rt-20\pi t^2 . \label{eq:s}
\end{equation}
Direct geometry agrees: a cap of height $t$ hides the area $2\pi rt$, and $4\pi r^2-24\pi rt$ with $r=R+t$ gives Eq.~\eqref{eq:s}. For a thin film $\Delta U\to4\pi R^2t$, the area of a bare sphere times the thickness. At sealing $S$ has dropped from $12.57R^2$ to $3.29R^2$.

For the exact value at sealing, use $t_s^2=(7/3-4/\sqrt3)R^2$ and $3R+2t_s=(1+4/\sqrt3)R$. Then
\begin{align}
12C&=4\pi R^3\left(\frac73-\frac4{\sqrt3}\right)\left(1+\frac4{\sqrt3}\right)\nonumber\\
&=4\pi R^3\left(\frac73+\frac{28}{3\sqrt3}-\frac{4}{\sqrt3}-\frac{16}{3}\right)
=4\pi R^3\left(\frac{16}{3\sqrt3}-3\right).
\end{align}
The coated sphere itself has volume $4\pi\rho^3/3=32\pi R^3/(9\sqrt3)$. Subtracting $12C$ and the original sphere gives
\begin{align}
\Delta U_s&=\pi R^3\left(\frac{32}{9\sqrt3}-\frac{64}{3\sqrt3}+12-\frac43\right)\nonumber\\
&=\left(\frac{32\pi}{3}-\frac{160\sqrt3\,\pi}{27}\right)R^3=1.265R^3 .
\end{align}
The original void is $(4\sqrt2-4\pi/3)R^3=1.468R^3$ per sphere, or 25.95\% of the total volume. The filled fraction is
\begin{equation}
\phi_s=\frac{32\pi/3-160\sqrt3\,\pi/27}{4\sqrt2-4\pi/3}=0.862 .
\end{equation}
It does not depend on $R$. Leaving out the overlaps would give 154\%, which is impossible.

Hexagonal close packing has the same density and also twelve contacts per sphere, so Eq.~\eqref{eq:du} carries over. Counting covered points on a grid of $120^3$ points in an hcp cell gives 86.16\% at this thickness.

\section{Where the remaining void sits}

The sealed void is $1.468R^3-1.265R^3=0.203R^3$ per sphere, or 3.59\% of the total volume. To divide it between the two kinds of pocket, consider one tetrahedron. Its faces meet at the angle $\theta=\arccos(1/3)$, and each corner spans the solid angle $\Omega=3\theta-\pi$. The cell holds four sphere sectors of volume $\Omega\rho^3/3$ and, along each of its six edges, the fraction $\theta/2\pi$ of a lens of volume $2C$. The lens parts are counted twice in the sectors, so
\begin{equation}
v_T=\frac{2\sqrt2}{3}R^3-\frac43\Omega\rho^3+\frac{6\theta}{\pi}C
=0.0061R^3 .
\end{equation}
The octahedral pocket has the rest, $0.203R^3-2v_T=0.191R^3$. About 94\% of the sealed void is octahedral, and the tetrahedral cavities are nearly full when their windows close.

\section{An example with numbers}

Take spheres 300\,nm in diameter, so $R=150$\,nm, and a growth of 0.05\,nm per cycle. Equation~\eqref{eq:ts} gives
\begin{equation}
t_s=0.1547\times150\,\mathrm{nm}=23.2\,\mathrm{nm},\qquad
\frac{23.2}{0.05}\approx464\ \text{cycles}.
\end{equation}
Three changes to the ideal geometry can be sized at once.

\emph{Molecular size.} The centre of a hard molecule of diameter $d$ stays $d/2$ away from the film. The windows shut for it at $t_s-d/2$. With $d=0.7$\,nm this is 22.9\,nm, where Eq.~\eqref{eq:du} gives 85.6\% of the void filled. That figure lets the films of two neighbours meet. A hard molecule cannot enter the crevice at a contact: at the angle $\vartheta$ from the contact axis, growth stops near the radius $R/\cos\vartheta-d/2$ instead of at the midplane. Up to $\vartheta=30^\circ$ this leaves about $\pi R^2d\,(1/\cos30^\circ-1)$ empty per cap. Twelve caps make a seam of 1.8\% of the void, which lowers the filling to about 84\%. The fractions quoted below leave this seam out.

\emph{Sintering.} Let the spacing of the centres shrink to $2s$ at unchanged sphere radius, with the overlap volume removed. The windows then close at $2s/\sqrt3-R$. For $s=0.99R$ this is 21.5\,nm. The cap formula with $R$ replaced by $s$ gives a filled fraction of 84.9\%, now relative to the smaller void of the sintered opal.

\emph{Unequal spheres.} Keep the centres fixed and let the radii be $R+\epsilon_i$. The last open point moves to $\mathbf y$, where to first order $\rho-\mathbf y\cdot\mathbf w_i/\rho=R+\epsilon_i+t$. Summing over the three spheres removes $\mathbf y$, because $\sum_i\mathbf w_i=0$:
\begin{equation}
t=t_s-\frac{\epsilon_1+\epsilon_2+\epsilon_3}{3}.
\end{equation}
For independent radii with a standard deviation of 2\%, or 3\,nm, the sealing thickness spreads by $3/\sqrt3=1.7$\,nm. Solving the full equations for 300 random triples gives 1.9\,nm. The relative standard error of a spread from 300 samples is about 4\%, so the two differ by about two standard errors. Fixed centres are a simplification, since some neighbours would then overlap and others would leave gaps. If the three spheres touch instead, the sealing thickness scales with their size and, by symmetry, depends to first order only on their mean radius, as 0.1547 times that mean. The spread is then only $0.1547\times1.7=0.27$\,nm. In either case windows no longer close together, and a cavity is fed until its last route to the outside closes.

\section{When the vapour cannot keep up}

The derivation assumes that every cycle saturates the surface at every depth. This becomes harder as the windows narrow. Let $\delta=\rho-r-d/2$ be the gap left for the centre of a molecule. This centre is kept out of spheres of radius $r+d/2=\rho-\delta$. At a small height $z$ from the window plane such a sphere has the cross-section radius $\sqrt{(\rho-\delta)^2-z^2}\approx\rho-\delta-z^2/2\rho$. For $\delta\ll\rho$ the passage is then nearly a triangle whose inscribed circle has radius
\begin{equation}
\eta(z)\approx\delta+\frac{z^2}{2\rho},
\end{equation}
with area $3\sqrt3\,\eta^2$ and perimeter $6\sqrt3\,\eta$.

The gas is dilute enough for molecules to hit walls rather than one another. In a long round tube of radius $b$ the Knudsen diffusivity is $2b\bar v/3$, where $\bar v=\sqrt{8k_BT/\pi m}$ is the mean speed and $m$ the molecular mass. As a rough estimate, replace $b$ by twice the area over the perimeter, which is $\eta$. The resistances of thin slices add up to
\begin{equation}
\frac1g=\int_{-\infty}^{\infty}\frac{dz}{(2\eta\bar v/3)\,3\sqrt3\,\eta^2}
=\frac{1}{2\sqrt3\,\bar v}\,\frac{\sqrt{2\rho\delta}}{\delta^3}
\int_{-\infty}^{\infty}\frac{dq}{(1+q^2)^3},
\end{equation}
where $z=\sqrt{2\rho\delta}\,q$. The last integral is $3\pi/8$, so
\begin{equation}
g=\frac{16\sqrt3}{3\pi}\,\frac{\bar v\,\delta^{5/2}}{\sqrt{2\rho}} . \label{eq:g}
\end{equation}
At a gap of $0.02R$, numerical integration over $|z|\le0.4R$ with the curved walls, still with the inscribed radius in place of $b$, gives 1.045 times this value. That replacement is common to both and remains the rough step. Tracing molecules with diffuse wall reflection through the full fcc pore space gives an effective conductance about 12\% above Eq.~\eqref{eq:g} at a gap of $0.025R$. In the example below this would move the critical gap from 3.7 to 3.5\,nm and the filling at that point from 78\% to 79\%.

Next, join the cavities into a network, neglecting the resistance inside them compared with that of the narrow windows. The cubic cell has edge $a=2\sqrt2R$. Planes of octahedral and tetrahedral cavities alternate along a cube axis, $a/4$ apart. Between neighbouring planes there are eight windows per area $a^2$. A density gradient $n'$ drives the current $g\,n'a/4$ through each, so the flux is $(8/a^2)(g\,n'a/4)$ and
\begin{equation}
D=\frac{2g}{a}=\frac{g}{\sqrt2\,R}.
\end{equation}

Assume that molecules reaching fresh surface react within a depth much shorter than the opal's thickness. With a sticking probability $\beta$ this depth is $\sqrt{4DV/\beta\bar vS}$; for the example below it is 2\% of the thickness at $\beta=10^{-3}$, 7\% at $10^{-4}$ and 23\% at $10^{-5}$, where the assumption fails. In a pulse, a saturated layer then grows inward from the open face. Let $u$ be the number of molecules taken up per total volume. When the front is at depth $x$, the flux $Dn/x$ supplies $u\,dx/d\tau$. Integrating $u\,x\,dx=Dn\,d\tau$ to the full depth $L$, with $n=p/k_BT$, gives
\begin{equation}
p\tau=\frac{uL^2k_BT}{2D}. \label{eq:dose}
\end{equation}

For the example let $L=5\,\mu$m, $T=373$\,K and the molar mass be 0.19\,kg/mol, so $\bar v=204$\,m/s. A film with 28 metal atoms per nm$^3$ takes up $0.05\times28=1.4$ molecules per nm$^2$ and cycle. A pulse of 2\,s at 0.5\,Torr supplies 1\,Torr\,s. Solving Eq.~\eqref{eq:dose} numerically for the gap gives $\delta=3.7$\,nm, hence
\begin{equation}
t=23.21-0.35-3.74=19.1\,\mathrm{nm}.
\end{equation}
The arithmetic can be followed back. Here $S=5.14R^2$, so $u=1.4S/V$ is $8.5\times10^{24}$\,m$^{-3}$. Equation~\eqref{eq:g} gives $g=8.7\times10^{-16}$\,m$^3$/s and thus $D=4.1\times10^{-9}$\,m$^2$/s. The required exposure is then 133\,Pa\,s, which is 1\,Torr\,s.

After about 382 cycles, with 78\% of the void filled, the deepest cavities first miss saturation. This is not the final filling of the whole opal. The layers nearer the face go on growing, their windows narrow, and the front reaches less deep in each later cycle, so the deepest cavities stop growing within a few cycles. Following the front cycle by cycle until the windows at the open face shut for the molecule gives a filling that falls from 86\% at the face to 78\% at the bottom, about 82\% on average. If $u$ changed little, the critical gap would vary as $(L^2/p\tau)^{2/5}$; ten times the exposure would shrink it by a factor of about 2.5. Since $u$ falls as the film thickens, solving Eq.~\eqref{eq:dose} gives 2.8.

Two assumptions can be judged from the same numbers. The mean free path is 35\,$\mu$m, far larger than the pores. The gas density $n$ in the pores is about 0.15\% of $u$, and the pores fill only part of the total volume, so the gas holds far fewer molecules than the surface takes up. Its profile therefore adjusts quickly while the front moves.

\section{Beside a real opal}

These round values are meant to lie in the regime of titania grown from titanium tetrachloride and water in silica photonic opals; they are rough, not data for a particular sample. For the values chosen here, limited exposure matters most: it lowers the mean filling from 86\% to about 82\%, and that of the deepest layers to 78\%. One percent of sintering costs 1.3 percentage points, and the molecular diameter about half a point through earlier closing of the windows, plus nearly two points if it leaves seams at the contacts. The estimate assumes that the water pulse also saturates and that vapour enters through one face. Cracks and missing spheres open further routes and are not sized. For equal spheres in point contact and a uniform film, $0.155R$ is the thickness at which windows seal. In a sintered opal it is $2s/\sqrt3-R$, already 7\% less at $s=0.99R$. A process meant to come close to 86\% filling needs pulses long enough for the last few nanometres of window gap, where the required exposure rises steeply.

Numbers in the example were calculated in double precision.
